# Why LDA anions H⁻ and F⁻ lose part of an electron

**Question.** H⁻ and F⁻ are stable anions. In an ordinary finite basis, the local density approximation (LDA) gives each of them a positive highest occupied orbital energy, as if the last electron were unbound, yet total-energy differences give positive electron affinities. What does the positive HOMO mean, what happens when the basis is made complete, and why does evaluating LDA on Hartree-Fock densities give a well-defined affinity?

**Answer.**

## The straight line that LDA should follow

Let the neutral atom have $Z$ electrons and let $N=Z+f$ with $0\le f\le 1$. An average fractional charge describes an open system: with probability $f$ it is the anion, with probability $1-f$ the neutral atom. Its exact ground-state energy is the weighted mean

$$E(Z+f)=(1-f)E(Z)+fE(Z+1)=E(Z)-fA,$$

where $A=E(Z)-E(Z+1)$ is the electron affinity. This uses the usual convexity of exact energies at integer $N$, so that no other mixture is lower. If $A>0$, the energy falls with constant slope $-A$ up to the full anion.

LDA does not use this mixture. It inserts the fractional density into a nonlinear functional. Here the functional is spin-polarized LDA with Slater exchange and VWN correlation, without relativity, in Hartree atomic units. The added charge $f$ enters the minority-spin channel. In fluorine it is shared equally among the three 2p components, which keeps the density spherical.

## The HOMO energy is a slope

With occupations $n_i$, the LDA energy is

$$E=\sum_i n_i\langle\phi_i|-\tfrac12\nabla^2+v_{\rm nuc}|\phi_i\rangle+E_{\rm H}[n]+E_{\rm xc}[n_\uparrow,n_\downarrow].$$

Its derivative has a part from the occupations and a part from the orbitals. The functional derivatives of the last two terms are $v_{\rm H}$ and $v_{\rm xc}$, which complete the Kohn-Sham Hamiltonian $h$:

$$\frac{dE}{df}=\sum_i\frac{dn_i}{df}\langle\phi_i|h|\phi_i\rangle+\sum_i n_i\left[\left\langle\frac{d\phi_i}{df}\Big|h\Big|\phi_i\right\rangle+\text{c.c.}\right].$$

Since $h\phi_i=\varepsilon_i\phi_i$, the second sum equals $\sum_i n_i\varepsilon_i\,d\langle\phi_i|\phi_i\rangle/df$, which vanishes because the orbitals stay normalized. In H one occupation changes at unit rate. In F three degenerate ones change at rate $1/3$ each. Both cases give Janak's relation

$$\frac{dE}{df}=\varepsilon_{\rm HOMO}(f).$$

Finite differences of the total energy at $f=0.6$ and $0.9$ confirm it within $3\times10^{-4}$ hartree.

A positive HOMO at $f=1$ therefore says that the energy is rising as the last bit of charge is added. It does not say that the whole electron is unbound. Integration gives

$$-A_{\rm LDA}=E(Z+1)-E(Z)=\int_0^1\varepsilon_{\rm HOMO}(f)\,df,$$

and an integral can be negative although the integrand ends above zero.

## Why the slope rises

Add charge $f$ in a fixed orbital $\phi$ to a density $n_0$. The Hartree energy becomes

$$E_{\rm H}(f)=E_{\rm H}(0)+f\int v_{\rm H}[n_0]|\phi|^2d^3r+\frac{f^2}{2}J,$$

$$J=\iint\frac{|\phi(\mathbf r)|^2|\phi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

The quadratic term is the repulsion of the added charge with itself. Hartree-Fock exchange contains $-f^2J/2$ and removes it. LDA exchange does not cancel it at every $f$, because it depends on $f$ in a different way. For hydrogen the minority density is just $f|\phi|^2$, and Slater exchange gives

$$E_{\rm x}^{\downarrow}=-C K f^{4/3},\qquad C=\frac32\left(\frac{3}{4\pi}\right)^{1/3},\qquad K=\int|\phi|^{8/3}d^3r.$$

The power of $f$ is wrong. Suppose that LDA exchange has the right value at $f=1$, so that $CK=J/2$. The self-energy $f^2J/2-CKf^{4/3}$ then vanishes at the integer, but its slope there is

$$J-\frac43\,CK=J-\frac23J=\frac J3>0.$$

So a reasonable energy can go with an orbital energy that is much too high.

The second derivative of the same expression is $J-\tfrac49CKf^{-2/3}$. It is positive near $f=1$ but negative for very small $f$, so in this exchange-only, fixed-orbital model the hydrogen curve is not convex everywhere. In fluorine the minority 2p shell already holds two electrons, and this singular behavior at small $f$ does not arise.

The size of the effect in H⁻ follows from one orbital placed in two Hamiltonians. In restricted Hartree-Fock, with $h_1$ the one-electron energy of the doubly occupied orbital,

$$E_{\rm HF}=2h_1+J,\qquad \varepsilon_{\rm HF}=h_1+J.$$

The computed values are $E_{\rm HF}=-0.4879$ and $\varepsilon_{\rm HF}=-0.0462$ hartree. Subtraction gives $h_1=-0.4417$, hence $J=0.3955$ and $J/3=0.132$ hartree. The LDA Hamiltonian built from the same density has the expectation value $+0.0763$ in this orbital. It lies higher than the Hartree-Fock value by $0.0763+0.0462=0.1225$ hartree, close to $J/3$. The closeness is partly accidental. The estimate assumes $CK=J/2$, whereas LDA exchange is weaker than this for the present orbital ($CK=0.173$ against $J/2=0.198$ hartree), which raises the level by $0.034$ hartree. It also leaves out LDA correlation, which lowers the level by $0.043$ hartree.

## When the minimum falls below the integer

If $\varepsilon_{\rm HOMO}$ rises linearly with slope $\kappa$, its average over the interval is its value at $f=1/2$, which must be $-A_{\rm LDA}$. At the end it has risen by a further $\kappa/2$:

$$\varepsilon_{\rm HOMO}(1)\simeq-A_{\rm LDA}+\frac{\kappa}{2}.$$

In this linear model the HOMO is positive when $\kappa/2>A_{\rm LDA}$. The energy minimum then lies at $f_c<1$, where $\varepsilon_{\rm HOMO}(f_c)=0$. In the opposite case, $\kappa/2<A_{\rm LDA}$, the energy falls all the way to $f=1$, although the HOMO there still lies above $-A_{\rm LDA}$. A large affinity favors this case. So does a spread-out orbital: if all lengths grow by a factor $L$, both $J$ and $K$ fall as $1/L$, and the Hartree and exchange parts of the curvature fall with them.

The computed orbital energies, in hartree, are:

| $f$ | H | F |
|---|---:|---:|
| 0.25 | −0.0871 | −0.2592 |
| 0.50 | −0.0306 | −0.1445 |
| 0.75 | 0.0181 | −0.0420 |
| 1.00 | 0.0485 | 0.0440 |

The positive entries at $f=1$ depend on how tightly the charge is confined. For H, smallest s exponents of $0.025$, $0.010$ and $0.004$ bohr⁻² give $0.059$, $0.0485$ and $0.036$ hartree, and the compact-basis affinity moves from $0.0339$ through $0.0353$ to $0.0363$ hartree. For F, confinement radii of 12 and 20 bohr give $0.0446$ and $0.0431$ hartree, while the affinity changes by only $0.0001$. The entries at $f=0.5$ are stable to about $0.0001$ hartree.

The mean slopes over this range are

$$\kappa_{\rm H}=\frac{0.0485+0.0871}{0.75}=0.181,\qquad \kappa_{\rm F}=\frac{0.0440+0.2592}{0.75}=0.404$$

hartree per electron. The compact-basis LDA affinities are $0.0353$ and $0.1528$ hartree, so the linear model gives end values of

$$-0.0353+0.0905=0.055,\qquad -0.1528+0.202=0.049$$

hartree, against the computed $0.0485$ and $0.0440$. The mean slopes already contain these computed end values, so the comparison tests how nearly linear the rise is and is not an independent prediction. Fluorine has the larger affinity, but also the larger curvature, and it too ends above zero.

The zero can be read from the table. For H it lies between 0.50 and 0.75:

$$f_c\simeq0.50+0.25\,\frac{0.0306}{0.0306+0.0181}=0.657.$$

For F it lies between 0.75 and 1:

$$f_c\simeq0.75+0.25\,\frac{0.0420}{0.0420+0.0440}=0.872.$$

Solving $\varepsilon_{\rm HOMO}=0$ without interpolation gives $0.649$ and $0.865$. Minimizing the total energy, without using orbital energies, gives the same two numbers. The minimum lies below the energy of the compact anion by $0.0098$ hartree for H and $0.0030$ hartree for F.

## Where the missing charge goes

These calculations held $1-f_c$ of an electron back. A calculation on the anion must contain all $Z+1$ electrons, but they need not stay near the nucleus. For H⁻, take the minority orbital

$$\phi=\sqrt{f_c}\,\phi_{\rm b}+\sqrt{1-f_c}\,\chi_L,$$

where $\phi_{\rm b}$ is the bound orbital at $f_c$ and $\chi_L$ is a normalized function of width $L$. As $L$ grows:

- The overlap of $\phi_{\rm b}$ and $\chi_L$ vanishes, because the amplitude of $\chi_L$ near the atom falls as $L^{-3/2}$.
- The kinetic energy of $\chi_L$ falls as $L^{-2}$.
- Its Coulomb energy, with itself and with the atom, falls as $L^{-1}$.
- Its exchange energy also falls as $L^{-1}$: the density scales as $L^{-3}$, its power $4/3$ as $L^{-4}$, and the volume as $L^3$. The correlation energy vanishes too, since the correlation energy per electron tends to zero at low density.

The energy of this two-electron state therefore tends to $E(Z+f_c)$. LDA can split one orbital between the atom and infinity, and it gains energy by doing so. For this spread-out remainder the orbital energy tends to zero as well, because $h\phi=\varepsilon\phi$ holds with one $\varepsilon$ in both regions, and the distant part has vanishing energy.

This is not yet the lowest LDA energy. The remainder can also contract into a lump far from the atom. For a small charge $q$, the exchange term in $q^{4/3}$ outweighs the self-repulsion in $q^2$, so the lump binds itself without any nucleus. A Gaussian lump of $0.35$ electron has an LDA energy of $-0.0030$ hartree at its best width. Exchange alone gives $-0.0012$ hartree, and LDA correlation supplies the rest. With one such lump, the energy of H⁻ can fall to $-0.5268$ hartree, with $0.63$ of the added electron left on the atom and a slightly negative orbital energy. Two separate lumps lie lower still, at $-0.5274$ hartree, with $0.60$ left on the atom and an orbital energy near $-0.01$ hartree; three or more equal lumps lie slightly higher again. This binding is itself a self-interaction error. The s functions used below are centered on the nucleus and cannot form a distant lump, so they follow the spread-out state.

Could majority-spin charge leave too? At $f_c$ the majority orbital of hydrogen has energy $-0.030$ hartree. By Janak's relation for that spin, removing a little of it raises the energy.

Minimizing the energy of H⁻ with ever more diffuse s functions, which keep the density spherical, shows the escape. With a smallest Gaussian exponent of $1.7\times10^{-7}$ bohr⁻², the energy is $-0.52371$ hartree and the HOMO is $0.0001$ hartree. Within 30 bohr there are $1.649$ electrons. For a spread-out remainder the fractional-charge curve predicts $-0.52375$ hartree and $1+f_c=1.649$ electrons. About $0.35$ electron has left.

The same construction applies to fluorine if each of the three minority 2p orbitals receives a distant part of weight $(1-f_c)/3$. It shows that ten electrons can reach an LDA energy as low as $E(Z+f_c)$, with $0.135$ electron far away. This escape was not followed numerically.

The clearly positive HOMO is thus a property of a basis that keeps the charge near the atom.

## Why a compact basis hides the escape

Far from H⁻ the nucleus contributes $-1/r$ and the two electrons contribute $+2/r$ to the potential. The LDA exchange-correlation potential dies out with the density, which decays exponentially for an orbital held near the atom, so

$$r\,v_{\rm LDA}(r)\to-1+2=+1.$$

The electron is repelled at large distance by a charge that includes its own. Exact exchange for a doubly occupied orbital acts as $-v_{\rm H}/2$, which leaves

$$r\,v(r)\to-1+2-1=0.$$

On the Hartree-Fock density at 15.3 bohr, the products are $0.89$ in LDA and zero to four decimals with exact exchange.

The repulsive tail and the attractive interior form a barrier. In the self-consistent compact calculation its top is at $0.090$ hartree, about 4.3 bohr from the nucleus. The HOMO, at $0.0485$ hartree, lies below it. The pure tail $v\simeq1/r$ would put the outer turning point at

$$r\simeq\frac1{0.0485}\simeq21\ \text{bohr}.$$

Exchange and correlation still attract at such distances, and in the computed potential the turning point lies nearer, at about 16 bohr. The most diffuse compact function, $\exp(-0.01r^2)$ with $r$ in bohr, has fallen there to about $0.07$ of its central value. The basis describes charge outside the barrier poorly, and the calculation settles on a quasi-bound state.

## What the Hartree-Fock density supplies

In Hartree-Fock the added orbital does not repel itself. The HOMO energies are $-0.0462$ hartree for H⁻ and $-0.1810$ hartree for F⁻, and they do not change at this precision when diffuse functions are added. Each density holds the full integer charge near its nucleus.

A bound density does not imply a good Hartree-Fock affinity. For H⁻ the total energies give

$$A_{\rm HF}=-0.5000-(-0.4879)=-0.0121\ \text{hartree},$$

which has the wrong sign. This does not contradict the negative HOMO. Removing one electron with the orbital frozen leaves energy $h_1=-0.4417$ hartree, and the remaining orbital then relaxes to $-0.5000$ hartree. The relaxation gain, $0.0583$ hartree, exceeds the frozen removal cost of $0.0462$ hartree. The wrong sign of $A_{\rm HF}$ also shows that this state of H⁻ is held together only by the restriction that both electrons share one spatial orbital. If their orbitals could differ, one electron could move to infinity and lower the Hartree-Fock energy to that of hydrogen.

The LDA energy is now evaluated without letting the density relax:

$$E_{\rm LDA}[n_{\rm HF}]=T_{\rm HF}+\int v_{\rm nuc}n_{\rm HF}\,d^3r+E_{\rm H}[n_{\rm HF}]+E_{\rm xc}^{\rm LDA}[n_{\rm HF}],$$

$$A=E_{\rm LDA}[n_{\rm HF}^{\rm neutral}]-E_{\rm LDA}[n_{\rm HF}^{\rm anion}].$$

Here $T_{\rm HF}$ is the kinetic energy of the Hartree-Fock orbitals. For H and H⁻, with one spatial orbital each, it equals the noninteracting kinetic energy of the density. For F and F⁻ it is an approximation to it. The results are

$$A({\rm H})=-0.4777+0.5113=0.0336\ \text{hartree}=0.91\ \text{eV},$$

$$A({\rm F})=-99.0992+99.2441=0.1450\ \text{hartree}=3.94\ \text{eV},$$

where the last digit of the fluorine affinity comes from unrounded energies. The computed references are $0.0274$ hartree ($0.74$ eV) for H and $0.1217$ hartree ($3.31$ eV) for F. The first is two-electron configuration interaction (CI) with s, p and d functions. The second is frozen-core CCSD(T) in aug-cc-pVTZ. Neither is exact: both lack higher angular functions, and the fluorine value also leaves out relativity, core correlation and part of the higher excitations. For H⁻ an explicitly correlated expansion gives $-0.52775$ hartree, that is $A=0.0278$ hartree ($0.755$ eV). For F the second-order (MP2) affinity rises by $0.0026$ hartree from aug-cc-pVTZ to aug-cc-pVQZ, which indicates the size of the basis error in the reference.

The fluorine densities above come from a basis of s and p functions only, and the density of the neutral atom is averaged over directions. In this basis, leaving the hole unaveraged raises the affinity by $0.0011$ hartree, to $3.98$ eV. With d and higher functions (aug-cc-pVQZ) the open-shell atom polarizes. The unaveraged affinity barely moves, to $0.1465$ hartree ($3.99$ eV), but the averaged one rises to $0.1503$ hartree ($4.09$ eV), because averaging keeps the kinetic cost of the polarization and discards its gain. The unaveraged value, about $4.0$ eV, is the one that is stable against the basis.

## Which error has been removed

For H⁻ the error of the functional can be separated from the error of the density. The CI density stands in for the exact one. Its noninteracting kinetic energy follows from the single orbital $\sqrt{n/2}$, occupied twice:

$$T_s=2\cdot\frac12\int\left|\nabla\sqrt{n/2}\right|^2d^3r=\frac18\int\frac{|\nabla n|^2}{n}\,d^3r.$$

The LDA energy on this density is $-0.5133$ hartree, against a CI energy of $-0.5274$. The functional error is therefore $+0.0141$ hartree, or about $+0.0145$ against the converged energy $-0.52775$. Replacing the CI density by the Hartree-Fock density shifts the LDA energy by $+0.0020$ hartree. Letting LDA relax to the spread-out limit shifts it by

$$-0.5238-(-0.5133)=-0.0105\ \text{hartree}.$$

The Hartree-Fock density thus causes about one fifth of the energy shift caused by the LDA density. The relaxed LDA total energy happens to be nearer the CI energy, only $0.0036$ hartree above it, because its two errors have opposite signs. But it belongs to an atom that keeps $1.65$ electrons.

The affinity also contains the error of the neutral atom. LDA on the hydrogen density gives $-0.4777$ instead of $-0.5000$ hartree, an error of $+0.0223$. The affinity error is then

$$0.0223-0.0141-0.0020=0.0062\ \text{hartree},$$

which is the difference between $0.0336$ and $0.0274$. Against the converged reference $0.0278$ it is $0.0058$ hartree. Much of the functional error cancels between atom and anion, but not all of it. In fluorine the affinity remains too large relative to CCSD(T) in aug-cc-pVTZ: by $0.023$ hartree ($0.63$ eV) for the averaged s,p densities, and by $0.025$ hartree ($0.67$ eV) for unaveraged densities with higher angular functions. A larger basis for the reference would reduce these figures by a few thousandths of a hartree.

The compact-basis LDA affinities, $0.96$ eV for H and $4.16$ eV for F, are not far from the values on Hartree-Fock densities. The main gain is therefore in meaning: the energy belongs to a full anion, and no compact basis is needed to hold the charge. For H⁻ this rests on the restricted form of Hartree-Fock, in which both electrons share one spatial orbital. The minima of the fractional-charge curves give $1.23$ and $4.24$ eV, but these are energies gained by binding only $0.65$ and $0.865$ of an electron.

The procedure needs a Hartree-Fock anion that is itself bound in the orbital sense and has a realistic density. Where either condition fails, the evaluation loses its basis, and in no case does it repair the functional's own error. The remaining values are in the numerical output.

## Numbers as computed

```
H: LDA energy of neutral atom = -0.47867 hartree
H f=0.25: E-E(0)=-0.02819, E-line=-0.01938, HOMO=-0.08705 hartree
H f=0.50: E-E(0)=-0.04283, E-line=-0.02521, HOMO=-0.03064 hartree
H f=0.75: E-E(0)=-0.04415, E-line=-0.01771, HOMO=0.01813 hartree
H f=1.00: E-E(0)=-0.03525, E-line=0.00000, HOMO=0.04853 hartree
H: f_c from HOMO=0: 0.6494, from energies alone: 0.6494 electrons
H: E(f_c)-E(1) = -0.009828 hartree
F: LDA energy of neutral atom = -99.11170 hartree
F f=0.25: E-E(0)=-0.08019, E-line=-0.04200, HOMO=-0.25915 hartree
F f=0.50: E-E(0)=-0.13042, E-line=-0.05403, HOMO=-0.14446 hartree
F f=0.75: E-E(0)=-0.15344, E-line=-0.03885, HOMO=-0.04200 hartree
F f=1.00: E-E(0)=-0.15278, E-line=0.00000, HOMO=0.04397 hartree
F: f_c from HOMO=0: 0.8650, from energies alone: 0.8650 electrons
F: E(f_c)-E(1) = -0.003039 hartree
H: majority-spin orbital energy at f_c = -0.02997 hartree
H- smallest exponent 2.6e-04 bohr^-2: E=-0.52174, HOMO=0.00607 hartree, 1.6579 electrons within 30 bohr
H- smallest exponent 6.6e-06 bohr^-2: E=-0.52349, HOMO=0.00076 hartree, 1.6496 electrons within 30 bohr
H- smallest exponent 1.7e-07 bohr^-2: E=-0.52371, HOMO=0.00011 hartree, 1.6494 electrons within 30 bohr
H: E(f_c) predicted for the complete basis = -0.52375 hartree
H-: HF HOMO compact basis -0.04622, with diffuse functions -0.04622 hartree
F-: HF HOMO compact basis -0.18099, with diffuse functions -0.18099 hartree
H: LDA on HF density: neutral -0.47768, anion -0.51126 hartree
F: LDA on HF density: neutral -99.09917, anion -99.24414 hartree
H-: LDA Hamiltonian expectation in the HF orbital = 0.07634 hartree
H-: r*v at r=15.29 bohr: LDA 0.8944, exact exchange -0.0000 (atomic units)
H-: LDA barrier top = 0.08955 hartree at r = 4.25 bohr
H-: CI energy -0.52737, LDA energy on CI density -0.51326 hartree
A(H) minus LDA HOMO of anion: -0.04853 hartree = -1.321 eV
A(H) LDA, compact basis: 0.03525 hartree = 0.959 eV
A(H) LDA, minimum at f_c: 0.04508 hartree = 1.227 eV
A(H) HF total energies: -0.01207 hartree = -0.328 eV
A(H) LDA on HF densities: 0.03358 hartree = 0.914 eV
A(H) computed reference: 0.02737 hartree = 0.745 eV
A(F) minus LDA HOMO of anion: -0.04397 hartree = -1.196 eV
A(F) LDA, compact basis: 0.15278 hartree = 4.157 eV
A(F) LDA, minimum at f_c: 0.15582 hartree = 4.240 eV
A(F) HF total energies: 0.04811 hartree = 1.309 eV
A(F) LDA on HF densities: 0.14496 hartree = 3.945 eV
A(F) computed reference: 0.12171 hartree = 3.312 eV
A(F) LDA on HF densities, hole not averaged: 0.14608 hartree = 3.975 eV
```
